# Heat rectification by a two-level system between unequal bosonic baths

## 1. The decision that depends on the result

A heat-flow calculation for a small junction may replace the object between two reservoirs by one thermal resistance, fitted for one direction of the temperature difference and reused for the other. It may also replace the object by a harmonic mode, which makes the calculation linear. If the object has just two accessible levels and its contacts are unequal, both replacements lose an effect that can be tens of per cent of the current. One must then decide which contact faces the hot reservoir.

The result below gives the size and sign of this effect at leading order in the coupling. It also shows that saturation of the two-level system is not a sufficient cause. The strength of at least one contact must also depend on the temperature of its bath, as it does for a harmonic bath. With two such baths, the effect appears only if the couplings differ.

## 2. Model and conventions

The two-level system has ground state $g$, excited state $e$ and splitting $E=\hbar\omega_0$. Baths $L$ and $R$ are independent sets of harmonic oscillators, each in thermal equilibrium. Each bath couples through

$$H_{\rm int}=\hbar\sigma_x\sum_k g_k(b_k+b_k^\dagger),$$

where $\sigma_x$ exchanges $g$ and $e$, and $g_k$ is a frequency. For bath $\nu=L,R$ define

$$S_\nu(\omega)=\sum_{k\in\nu}g_k^2\,\delta(\omega-\omega_k),\qquad \Gamma_\nu=2\pi S_\nu(\omega_0),\qquad n_\nu=\frac{1}{e^{E/kT_\nu}-1}.$$

The splitting and both $\Gamma_\nu$ are independent of temperature. Relaxation is slow compared with $\omega_0$ and with the rate at which bath correlations decay. There is no direct path between the baths. Level shifts and higher-order processes are neglected. The current $J$ is positive from $L$ to $R$.

## 3. Transition rates

Start in $g$ with $n_k$ quanta in oscillator $k$. Absorbing one quantum has matrix element $\hbar g_k\sqrt{n_k}$ and phase $e^{i(\omega_0-\omega_k)t}$. With $\Delta=\omega_k-\omega_0$, first-order amplitudes give the probability

$$P_k(t)=g_k^2n_k\left|\int_0^t e^{-i\Delta t'}dt'\right|^2=g_k^2n_k\,\frac{4\sin^2(\Delta t/2)}{\Delta^2},$$

whose time derivative is $g_k^2n_k\,2\sin(\Delta t)/\Delta$. Different oscillators lead to different final states, so probabilities add. The system can also be excited while emitting a quantum; then $n_k$ becomes $n_k+1$ and $\Delta$ becomes $\omega_k+\omega_0$. After thermal averaging, the upward rate from one bath is

$$w_\uparrow(t)=\int_0^\infty d\omega\,S(\omega)\left[n(\omega)\frac{2\sin((\omega-\omega_0)t)}{\omega-\omega_0}+(n(\omega)+1)\frac{2\sin((\omega+\omega_0)t)}{\omega+\omega_0}\right].$$

For long $t$ and smooth $S$, the first kernel tends to $2\pi\delta(\omega-\omega_0)$. The second has no resonance at positive frequency, and its oscillations cancel. The downward rate has $n$ and $n+1$ interchanged. Hence

$$w_{\uparrow,\nu}=\Gamma_\nu n_\nu,\qquad w_{\downarrow,\nu}=\Gamma_\nu(n_\nu+1).$$

"Long" means long compared with the bath memory, yet short compared with relaxation; weak coupling leaves room for such a time. The integrals were tested for $S\propto\omega^3e^{-\omega/\omega_0}$ at $t=200/\omega_0$, with $E/kT=0.7736$. Both rates divided by their long-time values gave 1.00000.

The rates of the two baths add because the baths are independent and $b_k+b_k^\dagger$ has zero thermal mean, so cross terms vanish. Populations do not couple to coherences at this order, because two applications of $\sigma_x$ return a population to a population.

## 4. Steady current

Let $p_e$ be the excited population and $p_g=1-p_e$. Then

$$\frac{dp_e}{dt}=\sum_\nu\left[\Gamma_\nu n_\nu(1-p_e)-\Gamma_\nu(n_\nu+1)p_e\right]
=\sum_\nu\Gamma_\nu n_\nu-(G_L+G_R)p_e,$$

$$G_\nu=\Gamma_\nu(1+2n_\nu).$$

The population relaxes at rate $G=G_L+G_R$. Absorption contributes $\Gamma_\nu n_\nu$ to this rate because filling $e$ empties $g$; emission contributes $\Gamma_\nu(n_\nu+1)$. Setting the derivative to zero gives

$$p_e=\frac{\Gamma_Ln_L+\Gamma_Rn_R}{G}.$$

Each quantum taken from bath $L$ carries energy $E$ at leading order, so

$$J=E\Gamma_L\left[n_L(1-p_e)-(n_L+1)p_e\right]=E\Gamma_L\left[n_L-(1+2n_L)p_e\right].$$

Insert $p_e$ and use the common denominator $G$. The bracket has numerator

$$n_L\left[\Gamma_L(1+2n_L)+\Gamma_R(1+2n_R)\right]-(1+2n_L)(\Gamma_Ln_L+\Gamma_Rn_R).$$

The $\Gamma_L$ terms cancel. The $\Gamma_R$ terms give

$$\Gamma_R\left[n_L+2n_Ln_R-n_R-2n_Ln_R\right]=\Gamma_R(n_L-n_R).$$

Therefore

$$\boxed{J=\frac{E\,\Gamma_L\Gamma_R(n_L-n_R)}{\Gamma_L(1+2n_L)+\Gamma_R(1+2n_R)}}.$$

The current vanishes at equal temperatures and flows from hot to cold, since $n$ increases with $T$.

## 5. Exchange of the temperatures

Let $n_h$ and $n_c$ be the occupations at the hot and cold temperatures. Call the current magnitude $J_+$ when $L$ is hot and $J_-$ when $R$ is hot. Couplings, splitting and the two temperatures are held fixed. The numerator has the same magnitude in both cases, while the relaxation rates are

$$G_+=\Gamma_L(1+2n_h)+\Gamma_R(1+2n_c),\qquad
G_-=\Gamma_L(1+2n_c)+\Gamma_R(1+2n_h).$$

Thus $J_+/J_-=G_-/G_+$: the arrangement with slower relaxation carries more heat. Define

$$\mathcal R=\frac{J_+-J_-}{J_++J_-}=\frac{G_--G_+}{G_-+G_+}.$$

The difference and sum are

$$G_--G_+=2(\Gamma_R-\Gamma_L)(n_h-n_c),$$
$$G_-+G_+=2(\Gamma_R+\Gamma_L)(1+n_h+n_c).$$

Their ratio is

$$\boxed{\mathcal R=\frac{\Gamma_R-\Gamma_L}{\Gamma_R+\Gamma_L}\;\frac{n_h-n_c}{1+n_h+n_c}}.$$

For $\Gamma_R>\Gamma_L$ this is positive: more heat flows when the hot bath is on the weakly coupled side. Equal couplings give zero.

A second form separates the temperatures more clearly. Put $a=E/2kT$. Since $n=(\coth a-1)/2$, the thermal factor equals

$$\frac{\coth a_h-\coth a_c}{\coth a_h+\coth a_c}=\frac{\sinh(a_c-a_h)}{\sinh(a_c+a_h)},$$

where the last step multiplies numerator and denominator by $\sinh a_h\sinh a_c$ and uses the addition formulas.

## 6. What saturation does, and what it does not do

### Two contacts in series

If bath $\nu$ acted alone, the excited population would be $f_\nu=n_\nu/(1+2n_\nu)$. Since $\Gamma_\nu n_\nu=G_\nu f_\nu$,

$$\frac{dp_e}{dt}=\sum_\nu G_\nu(f_\nu-p_e),\qquad
J=EG_L(f_L-p_e)=E\frac{G_LG_R}{G_L+G_R}(f_L-f_R).$$

The last equality follows from $p_e=(G_Lf_L+G_Rf_R)/(G_L+G_R)$. This is the law of two conductances in series. If each $G_\nu$ were a constant, exchanging temperatures would merely reverse the sign of $J$. Here each contact changes its conductance with the temperature of its own bath. If the couplings differ strongly, heating the weak contact raises the conductance of the bottleneck, while heating the strong contact improves a contact that was already good.

### Saturation without rectification

Let the baths instead be dense sets of weakly coupled two-level units, resonant with the system and in thermal equilibrium. A unit can give a quantum only if excited and accept one only if in its ground state. The rates are then $\Gamma_\nu f_\nu$ upward and $\Gamma_\nu(1-f_\nu)$ downward, where

$$f_\nu=\frac{1}{e^{E/kT_\nu}+1}.$$

Their sum is $\Gamma_\nu$, which is again taken to be independent of temperature. The series formula now has constant conductances, so $\mathcal R=0$ for any ratio $\Gamma_R/\Gamma_L$. The central system still saturates. A numerical steady state at the temperatures and couplings of Section 8 gave $|\mathcal R|=1.2\times10^{-16}$, which is rounding error. The assumption on $\Gamma_\nu$ matters: if the line width of the units is set by a harmonic reservoir, then $\Gamma_\nu\propto1/(1+2n_\nu)$, the series formula exchanges the roles of $G_+$ and $G_-$, and $\mathcal R$ becomes $-0.220$ at the same parameters.

### Bosonic baths without saturation

Now keep the bosonic baths and give the central system $N$ equally spaced levels, $m=0,\ldots,N-1$, with oscillator matrix elements. The step $m\to m+1$ has rate $(m+1)U$ and its reverse has rate $(m+1)D$, with

$$U=\sum_\nu\Gamma_\nu n_\nu,\qquad D=\sum_\nu\Gamma_\nu(n_\nu+1),\qquad D-U=\Gamma_L+\Gamma_R.$$

In the steady state no net probability crosses any step, so $p_{m+1}=rp_m$ with $r=U/D<1$. Define

$$A=\sum_{m=0}^{N-2}(m+1)p_m,\qquad B=\sum_{m=0}^{N-2}(m+1)p_{m+1}=rA.$$

The current from $L$ is

$$J=E\Gamma_L[n_LA-(n_L+1)B]=\frac{E\Gamma_LA}{D}[n_LD-(n_L+1)U].$$

In the last bracket the $\Gamma_L$ terms cancel, and the rest is

$$\Gamma_R[n_L(n_R+1)-(n_L+1)n_R]=\Gamma_R(n_L-n_R).$$

To find $A/D$, use $A-B=A(D-U)/D=A(\Gamma_L+\Gamma_R)/D$. The sums also give $B=\langle m\rangle$ and

$$A=\left[\langle m\rangle-(N-1)p_{\rm top}\right]+\left[1-p_{\rm top}\right]=\langle m\rangle+1-Np_{\rm top},$$

where $p_{\rm top}=p_{N-1}$. Hence $A-B=1-Np_{\rm top}$ and

$$J=J_{\rm osc}(1-Np_{\rm top}),\qquad
J_{\rm osc}=E\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}(n_L-n_R).$$

For two levels the factor is $1-2p_e=p_g-p_e$, which measures saturation directly. For $N\to\infty$, $Np_{\rm top}\to0$ because $r<1$. The current becomes $J_{\rm osc}$, which is odd under exchange of temperatures. Correspondingly, the oscillator mean obeys

$$\frac{d\langle m\rangle}{dt}=U(\langle m\rangle+1)-D\langle m\rangle=U-(\Gamma_L+\Gamma_R)\langle m\rangle,$$

so its relaxation rate contains no temperature. Stimulated absorption and emission cancel in this rate; in the two-level system they add.

## 7. Limits

**Small bias.** Let the temperatures be $T\pm\Delta T/2$ and $x=E/kT$. To first order, $a_c-a_h=(x/2)\Delta T/T$ and $a_c+a_h=x$. Therefore

$$\mathcal R\simeq\frac{\Gamma_R-\Gamma_L}{\Gamma_R+\Gamma_L}\,\frac{x}{2\sinh x}\,\frac{\Delta T}{T}.$$

Rectification disappears linearly with the bias, so a linear-response conductance cannot reveal it.

**High temperature.** If both $kT\gg E$, then $a_h$ and $a_c$ are small and $\sinh a\simeq a$. The thermal factor becomes

$$\frac{1/T_h-1/T_c}{-(1/T_h+1/T_c)}=\frac{T_h-T_c}{T_h+T_c}.$$

Rectification therefore survives at high temperature, because a two-level system does not become a classical oscillator there.

**Very cold second bath.** At fixed $n_h$, the derivative of the thermal factor with respect to $n_c$ is $-(1+2n_h)/(1+n_h+n_c)^2<0$. Cooling the cold bath thus raises $|\mathcal R|$. For $n_c\to0$ the factor tends to $n_h/(1+n_h)=e^{-E/kT_h}$.

**Very hot first bath.** For $n_h\to\infty$ at fixed $n_c$, divide the numerator and denominator of $J$ by $n_h$. What remains is

$$J\to\frac{E\Gamma_{\rm hot}\Gamma_{\rm cold}}{2\Gamma_{\rm hot}}=\frac{E\Gamma_{\rm cold}}{2},$$

where the subscripts name the sides. The hot bath holds the populations equal, and the cold contact limits the removal of energy. It follows that $J_+/J_-\to\Gamma_R/\Gamma_L$. This limit stays within the model only while $\Gamma_{\rm hot}n_h\ll\omega_0$, so at fixed couplings it can be approached but not reached.

## 8. Worked example

The round model parameters are $E=20$ meV, $\Gamma_L=1\times10^9\ {\rm s^{-1}}$, $\Gamma_R=9\times10^9\ {\rm s^{-1}}$, and temperatures 300 K and 150 K. They give $E/kT_h=0.7736$, $E/kT_c=1.5473$, $n_h=0.8564$ and $n_c=0.2704$.

With the weak contact hot, in units of $10^9\ {\rm s^{-1}}$,

$$G_+=1(1+1.7128)+9(1+0.5408)=16.58.$$

The opposite arrangement gives $G_-=25.96$. The larger is $8.5\times10^{-4}$ of $\omega_0$, consistent with weak coupling. The first current is

$$J_+=(0.020\ {\rm eV})\frac{(1\times10^9)(9\times10^9)(0.8564-0.2704)}{1.658\times10^{10}}\ {\rm s^{-1}}
=6.36\times10^6\ {\rm eV/s},$$

or 1.019 pW. The second is $J_-=0.651$ pW. Their ratio is 1.566, the inverse ratio of the relaxation rates. The closed formula gives

$$\mathcal R=\frac{9-1}{9+1}\,\frac{0.5861}{2.1268}=0.8\times0.2756=0.220.$$

The saturation form gives the same reading. The oscillator current is 1.690 pW in both directions. The population difference $p_g-p_e$ is 0.603 with the weak contact hot and 0.385 with the strong contact hot. Multiplication reproduces the two currents. When the strong contact is hot, it drives $p_e$ up to 0.307, and fewer systems are available to absorb.

At the same temperatures and couplings, ladders with 2, 3, 5 and 10 levels have $\mathcal R=0.220$, 0.146, 0.051 and 0.002. Adding levels removes the blockage at the top, as the ladder formula requires.

With the cold bath fixed at 150 K, hot temperatures of 200, 600 and 1200 K give $\mathcal R=0.086$, 0.436 and 0.593. At $10^7$ K the formula gives 14.42 and 1.60 pW. This is a mathematical limit only: the relaxation rates are then about 3 and 26 times $\omega_0$, so the weak-coupling assumption no longer holds. Their ratio is 8.999, close to $\Gamma_R/\Gamma_L=9$. If instead the hot bath stays at 300 K and the cold one approaches zero temperature, $\mathcal R$ tends to $0.8\times0.8564/1.8564=0.369$.

A bias of 1 K about 225 K gives $\mathcal R=1.498\times10^{-3}$, in agreement with the small-bias formula.

## 9. A test without rate equations

The rate equation can be tested by replacing each bath with one harmonic mode, resonant with the system and itself damped by a thermal reservoir. The mode energy decays at rate $\kappa$, and the coupling is $\hbar c_\nu(\sigma_+a_\nu+\sigma_-a_\nu^\dagger)$, where $\sigma_+$ excites the system. The mode correlation in the frame rotating at $\omega_0$ is $n_\nu e^{-\kappa|t|/2}$. Its time integral is $4n_\nu/\kappa$, so weak coupling should reproduce the earlier rates with $\Gamma_\nu=4c_\nu^2/\kappa$.

The steady density matrix of the system and both modes was solved numerically with the occupations and the coupling ratio of Section 8, using 14 levels for the hot mode and 7 for the cold one. At $(\Gamma_L+\Gamma_R)/\kappa=10^{-4}$ the currents were 0.9969 and 0.9968 of the formula values for the two directions. The rectification was 0.2205, against 0.2204 from the formula. Nearly all of the remaining 0.3% difference in the currents comes from the limited number of mode levels, which slightly changes the mode correlation.

At $(\Gamma_L+\Gamma_R)/\kappa=0.1$, the current with the weak contact hot was 0.925 of the formula value with the same numbers of levels. Converged in the number of levels it is 0.927, the opposite direction gives 0.895, and $\mathcal R$ rises to 0.237. The bath mode then no longer relaxes fast enough to be treated as memoryless.

## 10. Real devices and limits of use

Superconducting circuits between resistive heat baths are a natural setting. Their splittings can be tens of microelectronvolts and their temperatures tenths of a kelvin, so the 20 meV and 300 K used here are about a thousand times larger. The ratio $E/kT$ is nevertheless similar. Dividing $E$ and both temperatures by 1000 and both couplings by 100 leaves $\mathcal R=0.220$ in this model and reduces $J_+$ to about $10^{-17}$ W. Such a circuit can be a weakly anharmonic oscillator. If the baths also drive its higher transitions, with rates that grow nearly as $m+1$ as in Section 6, the two-level formula no longer applies. The equally spaced ladder shows the trend: five levels lower $\mathcal R$ from 0.220 to 0.051. A real circuit has unequal spacings and no sharp top level, so its $\mathcal R$ must be computed from its own levels and matrix elements. Filtering the baths does not by itself restore the two-level result. A filter that reduces the upward and downward rates of a higher step by the same factor leaves the steady populations unchanged, so the higher levels still fill and withhold probability from the lowest two. With three levels, a second spacing of $0.95E$ and the parameters of Section 8, the third level holds 5% and 12% of the population in the two directions however strong the filter, and $\mathcal R$ tends to 0.259 rather than 0.220. The two-level result requires the higher levels to stay nearly empty in the steady state.

A parallel heat path is another departure. If it carries the same $J_p$ in both directions, it cancels from $J_+-J_-$ and adds $2J_p$ to the sum:

$$\mathcal R'=\mathcal R\,\frac{J_++J_-}{J_++J_-+2J_p}.$$

A leak equal to the mean current, 0.835 pW in the example, halves $\mathcal R$ to 0.110.

The formula also needs care when both $kT\ll E$. The resonant current is then exponentially small, since it requires thermal quanta of energy $E$. Higher-order transfer of low-frequency quanta does not carry that factor and may dominate even at weak coupling. Temperature-dependent splittings or couplings can add to the rectification or oppose it.

Within the stated model, placing the weak contact on the hot side gives the larger current. Increasing the coupling contrast at fixed temperatures increases $|\mathcal R|$, but at fixed $\Gamma_R$ a smaller $\Gamma_L$ also reduces the current itself.

## Computed values

```
splitting E = 20.0 meV
angular frequency w0 = 3.0385e+13 rad/s
coupling rate left  = 1.00e+09 1/s
coupling rate right = 9.00e+09 1/s
hot, cold temperature = 300, 150 K
E/kT hot, cold = 0.7736, 1.5473
Bose occupation hot, cold = 0.8564, 0.2704
equilibrium p_e hot, cold = 0.3157, 0.1755
coupling asymmetry = 0.8000
thermal factor of R = 0.2756
p_e, left hot  = 0.1984
p_e, right hot = 0.3074
p_g - p_e, left hot, right hot = 0.6032, 0.3853
TLS relaxation, left hot  = 1.6580e+10 1/s
TLS relaxation, right hot = 2.5957e+10 1/s
largest relaxation / w0 = 8.54e-04
oscillator relaxation, left hot  = 1.0000e+10 1/s
oscillator relaxation, right hot = 1.0000e+10 1/s
heat current, left hot  = 1.0194 pW
heat current, right hot = 0.6511 pW
heat current, left hot  = 6.3628e+06 eV/s
heat current, right hot = 4.0642e+06 eV/s
oscillator heat current = 1.6902 pW
current ratio left hot / right hot = 1.5656
rectification R = 0.2204
R of ladder with 2 levels = 0.22045
R of ladder with 3 levels = 0.14648
R of ladder with 5 levels = 0.05096
R of ladder with 10 levels = 0.00185
R of ladder with 80 levels = 0.00000
|R| with baths of two-level units = 1.2e-16
R at hot 200 K, cold 150 K = 0.0862
R at hot 600 K, cold 150 K = 0.4362
R at hot 1200 K, cold 150 K = 0.5931
R for 1 K bias at 225 K = 1.4977e-03
small-bias formula for it = 1.4977e-03
classical limit of R, 2:1 temperatures = 0.2667
current at hot 1e7 K, left hot  = 14.4170 pW
current at hot 1e7 K, right hot = 1.6021 pW
current ratio at hot 1e7 K = 8.9986
finite-time / golden-rule rate, up   = 1.00000
finite-time / golden-rule rate, down = 1.00000
damped-mode model: (gL+gR)/mode damping, weak = 1.0e-04
full / formula current, weak, left hot  = 0.99686
full / formula current, weak, right hot = 0.99678
R of full density matrix, weak = 0.2205
damped-mode model: (gL+gR)/mode damping, strong = 1.0e-01
full / formula current, strong, left hot = 0.9247
```
